Cluster analysis: obtaining T1 to T4 from configuration-interaction coefficients

Q: I have a wavefunction written as a sum of determinants. You want to rewrite it as an exponential. Before any algebra, what are the objects?

A: Take N electrons and one determinant |0>, the reference. Its occupied spin orbitals are called i, j, k, ... and the empty ones, the virtuals, a, b, .... Let f†_p create an electron in spin orbital p and f_p remove one. The elementary single excitation is

E(i→a) = f†_a f_i.

A double excitation is E(i→a) E(j→b), and so on. To count each excitation once, I order the labels: i < j < ... and a < b < .... The N-electron state is then

|Ψ> = (1 + C1 + C2 + C3 + C4 + ...)|0>,

C1 = Σ c(i→a) E(i→a),

C2 = Σ c(ij→ab) E(i→a) E(j→b), summed over i < j and a < b,

with C3 and C4 built in the same way. The number n in C_n is the rank: how many electrons are moved. The other form is

|Ψ> = exp(T)|0>, T = T1 + T2 + T3 + T4 + ...,

where T_n has the same structure as C_n but its own numbers, the amplitudes t.

Q: You have put a 1 in front of |0>. My computer returns a vector of unit length, where that coefficient is some c0 below 1.

A: Then divide the whole vector by c0. The exponential forces this: every term of exp(T) except the leading 1 moves at least one electron, so <0|exp(T)|0> = 1. The convention <0|Ψ> = 1 is called intermediate normalization.

The division matters because the relations we are after are nonlinear. Under a rescaling by c0, a double coefficient is multiplied by c0 but a product of two single coefficients by c0². A combination of the two would not merely be rescaled; it would be wrong.

This also shows where the method fails. If c0 = 0, no exponential acting on this |0> can give the state, and another reference is needed. If c0 is small but not zero, the relations hold, but the divided coefficients can be large.

Q: Exponentials of operators make me nervous. Exp(A + B) is not exp(A) exp(B) in general.

A: It is when A and B commute, and here they do. The anticommutators that could matter are

f†_a f†_b + f†_b f†_a = 0,

f_i f_j + f_j f_i = 0,

f_i f†_b + f†_b f_i = δ_ib = 0.

The last one vanishes because i is occupied and b is virtual, so they are never the same spin orbital. Every operator in our strings therefore anticommutes with every other. Moving the pair f†_a f_i past the pair f†_b f_j takes four exchanges, and (−1)⁴ = +1:

E(i→a) E(j→b) = E(j→b) E(i→a).

All the T_n and C_n are sums of products of such pairs, so they all commute with one another. This would fail if T also contained operators that bring electrons back from virtual to occupied orbitals.

Q: And convergence of the series?

A: There is nothing to converge. A product of more than N single excitations must contain some f_i twice. Bring the two copies together, at the cost of a sign, and f_i f_i = 0 removes the product. Each factor T moves at least one electron, so T^(N+1) = 0 and the exponential is a finite sum.

Q: Fine. But |Ψ> = exp(T)|0> is an equation between states. Can I really compare operators rank by rank?

A: Yes. A product of strings is again a string, up to a sign, or zero. Hence exp(T) is 1 plus a sum of excitation strings, just like 1 + C1 + C2 + .... Different strings acting on |0> give different determinants, which are orthonormal. If two such sums give the same state, their coefficients agree one by one, and so the operators are equal:

1 + C1 + C2 + C3 + C4 + ... = exp(T1 + T2 + T3 + T4 + ...).

Ranks add in a product: T1T2 moves three electrons or gives zero. So C_n is the part of the exponential with total rank n.

Q: Then show me that part, without guessing the factors.

A: Attach a bookkeeping factor λⁿ to each T_n. Because the T_n commute, the exponential factorizes:

exp(λT1 + λ²T2 + λ³T3 + ...) = exp(λT1) exp(λ²T2) exp(λ³T3) ....

Expand each factor. The term in which T1 appears m1 times, T2 appears m2 times, and so on, is

λ^(m1 + 2m2 + 3m3 + ...) × T1^m1 T2^m2 T3^m3 ... / (m1! m2! m3! ...).

C_n collects the terms with m1 + 2m2 + 3m3 + ... = n. These are the ways of writing n as a sum of positive integers:

- 1: gives T1.
- 2 = 1+1: gives T2 and T1²/2!.
- 3 = 2+1 = 1+1+1: gives T3, T1T2 and T1³/3!.
- 4 = 3+1 = 2+2 = 2+1+1 = 1+1+1+1: gives T4, T1T3, T2²/2!, T1²T2/2! and T1⁴/4!.

Therefore

C1 = T1

C2 = T2 + T1²/2

C3 = T3 + T1T2 + T1³/6

C4 = T4 + T1T3 + T2²/2 + T1²T2/2 + T1⁴/24.

Q: Why does T1T2 have no factor 1/2? It comes from T²/2.

A: T² contains both T1T2 and T2T1. They are equal, so half of their sum is T1T2. In the same way T³/6 contains T1²T2 in three orders, and 3/6 = 1/2. The square T2² occurs in T² once and keeps its 1/2.

Q: What do the five terms of C4 mean physically?

A: They are five ways in which four electrons can end up excited. T4 is the part that cannot be written through lower amplitudes. T2²/2 is two pair excitations occurring side by side, T1T3 a triple beside a single, T1²T2/2 a pair beside two singles, and T1⁴/24 four singles. The name "disconnected" is used for the product terms.

Q: Now go backwards. I know the C's and want the T's.

A: Each relation has the form C_n = T_n + (products of lower T's), so we can solve upwards from n = 1. This also proves that T exists and is unique whenever <0|Ψ> ≠ 0, since the same form holds at every rank. The first two are immediate:

T1 = C1

T2 = C2 − T1²/2 = C2 − C1²/2.

For the third, insert both:

T3 = C3 − T1T2 − T1³/6
= C3 − C1(C2 − C1²/2) − C1³/6
= C3 − C1C2 + (1/2 − 1/6) C1³
= C3 − C1C2 + C1³/3.

For the fourth, start from

T4 = C4 − T1T3 − T2²/2 − T1²T2/2 − T1⁴/24

and write out each product:

T1T3 = C1C3 − C1²C2 + C1⁴/3

T2²/2 = (C2 − C1²/2)²/2 = C2²/2 − C1²C2/2 + C1⁴/8

T1²T2/2 = C1²C2/2 − C1⁴/4

T1⁴/24 = C1⁴/24.

All four are subtracted. The coefficient of C1²C2 becomes

+1 + 1/2 − 1/2 = 1,

and that of C1⁴ becomes

−1/3 − 1/8 + 1/4 − 1/24 = (−8 − 3 + 6 − 1)/24 = −1/4.

Hence

T4 = C4 − C1C3 − C2²/2 + C1²C2 − C1⁴/4.

Q: That is a lot of fractions. Is there a second way to get them?

A: Take the logarithm. With C = C1 + C2 + C3 + C4 + ..., the identity 1 + C = exp(T) gives

T = ln(1 + C) = C − C²/2 + C³/3 − C⁴/4 + ....

This series is finite too, because C also moves at least one electron. At rank 3, C² contributes 2C1C2 and C³ contributes C1³:

T3 = C3 − (2C1C2)/2 + C1³/3.

At rank 4, C² contributes 2C1C3 + C2², C³ contributes 3C1²C2, and C⁴ contributes C1⁴:

T4 = C4 − (2C1C3 + C2²)/2 + (3C1²C2)/3 − C1⁴/4.

Both agree with the substitution.

Q: These are operators. My file contains numbers. Is t(ij→ab) simply c(ij→ab) minus half the square of something?

A: No, and here the signs need care. Write

C1²/2 = (1/2) Σ c(i→a) c(j→b) E(i→a) E(j→b),

where all labels now run freely. Fix one double excitation, i < j to a < b. Four terms of the free sum reach it. Two are E(i→a)E(j→b) and the same product in the other order. They are equal, so together with the factor 1/2 they give + c(i→a) c(j→b).

The other two send i to b and j to a. For these,

E(i→b) E(j→a) = f†_b f_i f†_a f_j = − f†_a f_i f†_b f_j = − E(i→a) E(j→b).

Exchanging f†_b and f†_a across f_i takes three exchanges of neighbours, hence the minus sign. The result is

t(ij→ab) = c(ij→ab) − c(i→a) c(j→b) + c(i→b) c(j→a).

The products in T3 and T4 carry signs of the same origin.

Q: I would like to see this with real coefficients.

A: We need a system small enough for exact diagonalization that still has quadruple excitations. Take a Hubbard chain: four sites, four electrons, and

H = Σ ε_s n_s − Σ (hopping between neighbours) + U Σ n_s↑ n_s↓,

where n_s is the number of electrons on site s. The hopping energy is the unit, written t in the check's output and not to be confused with the amplitudes. The site energies are 0, 0.5, 0.2 and 1.0, and U = 4. These are model parameters and represent no particular material.

Diagonalizing the one-electron part gives four orbitals. The reference fills the lowest two with both spins; I write 2u for orbital 2 with spin up and 2d for spin down, and order the spin orbitals 1u, 1d, 2u, 2d, and so on. The overall sign of each orbital is free; here it is fixed by making the largest site coefficient positive. Reversing the sign of an orbital reverses both c and t of every excitation in which that orbital appears an odd number of times. The signs of such coefficients below therefore depend on this choice, but the relations and the relative sign of c and t do not. These orbitals ignore the repulsion, so single excitations can be sizeable. The exact ground state is a vector of 36 determinants with c0 = 0.7714. The reference has a weight c0² of only about 0.60. Of the rest, about 0.18 lies in singles and 0.20 in doubles (c0² times the squared norm of C1|0> and of C2|0>), so the low weight reflects the choice of orbitals as well as correlation.

Q: Start with a double.

A: Move both electrons of orbital 2 to orbital 3: 2u 2d → 3u 3d. After division by c0,

c(2u→3u) = c(2d→3d) = −0.3729, c(2u 2d→3u 3d) = −0.2831.

The exchange product would need 2u→3d, which flips a spin. It vanishes, because the state has two electrons of each spin, as the reference has. So

t = −0.2831 − (−0.3729)² = −0.2831 − 0.1391 = −0.4222.

Q: The amplitude is larger in magnitude than the coefficient. I thought T2 was what remains after removing something from C2.

A: What is removed has a sign. Here the product of singles is +0.1391 and the amplitude is −0.4222, and they partly cancel in c. The same happens for the doubles as a whole: the norm of T2|0> is 0.674, that of C2|0> only 0.579.

Q: And a case where the exchange term matters?

A: Take two electrons of equal spin, 1u 2u → 3u 4u. The direct product is

c(1u→3u) c(2u→4u) = 0.0132 × 0.0591 = 0.0008,

and the exchange product is

c(1u→4u) c(2u→3u) = (−0.1026) × (−0.3729) = 0.0382 (from unrounded factors).

With c = −0.0925,

t = −0.0925 − 0.0008 + 0.0382 = −0.0551.

Leaving out the exchange product would give −0.0933 instead.

Q: Triples next.

A: For 1u 1d 2u → 3u 3d 4u the three terms of C3, each with all its assignments and signs included, are

c = 0.0291 (T3) − 0.0479 (T1T2) − 0.0005 (T1³/6) = −0.0193.

Backwards,

t = −0.0193 (C3) + 0.0494 (−C1C2) − 0.0010 (C1³/3) = 0.0291.

The coefficient and the amplitude even differ in sign. A small c does not by itself show that t is small.

Q: Now the five-term relation.

A: With four occupied and four virtual spin orbitals there is one quadruple excitation, which moves everything. Its contributions are

T4: −0.0189
T1T3: −0.0139
T2²/2: +0.1912
T1²T2/2: −0.0380
T1⁴/24: +0.0014
sum c: +0.1219 (from unrounded terms).

The pair term dominates. It combines many routes: the first T2 may take any of 6 occupied pairs to any of 6 virtual pairs, and the second takes the rest. That is 36 ordered products, or 18 distinct ones after the factor 1/2, some of which vanish by spin.

Suppose we keep the exact T1 and T2 but drop T3 and T4. Then

c ≈ 0.1912 − 0.0380 + 0.0014 = 0.1547 (from unrounded terms),

which is about 27% above the exact c. So in this model singles and doubles alone give the sign and rough size of the quadruple coefficient but overshoot it; the terms T4 and T1T3, both negative here, bring it down. A calculation that solves for T1 and T2 without T3 and T4 would find somewhat different T1 and T2, so this percentage is not the error of such a calculation.

Q: And the inverse?

A: The inverse relation reads, term by term,

t = 0.1219 (C4) + 0.0842 (−C1C3) − 0.1575 (−C2²/2) − 0.0591 (C1²C2) − 0.0084 (−C1⁴/4) = −0.0189,

where each label in brackets names the whole term and the number before it is its signed value. Here a small result comes from the cancellation of larger terms. If the C's are approximate, their errors need not cancel, and T4 can have a large relative error.

Q: If T3 and T4 are there, do they enter the energy?

A: Not directly. A Hamiltonian with at most two-electron interactions changes at most two spin orbitals, so <0|H reaches no triples or quadruples. Projecting H|Ψ> = E|Ψ> on <0| gives, since <0|Ψ> = 1,

E = <0|H(1 + C1 + C2)|0> = <0|H(1 + T1 + T2 + T1²/2)|0>.

In the example, in units of the hopping energy,

E = 1.4701 − 0.6094 (T1) − 1.3195 (T2) + 0.1764 (T1²/2) = −0.2824,

the same as the exact eigenvalue. T3 and T4 still matter indirectly: projecting on a double instead of |0> brings in C3 and C4, because H connects doubles with triples and quadruples. Projecting on a single brings in C3 in the same way. T1 and T2 must satisfy these projected equations, so their values depend on T3 and T4.

Q: So far you have replaced one list of numbers by another of equal length. What is gained?

A: Consider two systems A and B that do not interact, with a reference that is a product of one reference for each. If the state is a product too,

1 + C = (1 + C_A)(1 + C_B).

The operators of A and B commute, so the logarithm turns the product into a sum:

T = ln(1 + C_A) + ln(1 + C_B) = T_A + T_B.

If each system has two electrons, neither T_A nor T_B goes beyond doubles. Hence T3 = T4 = 0 for the whole, whereas C4 contains the product of the two pair excitations.

Cutting the middle bond of our chain makes two such dimers. The pair coefficients are −0.4022 and −0.3847, and their product

(−0.4022) × (−0.3847) = 0.1548 (from unrounded factors)

is the quadruple coefficient found by diagonalizing the full four-electron problem. The triples do not vanish either: the norm of C3|0> is 0.149. Yet T3 and T4 are zero to rounding error.

Q: What if I simply leave C3 and C4 out of the sum of determinants?

A: Then the inverse relations tell you what you have assumed:

T3 = −C1C2 + C1³/3

T4 = −C2²/2 + C1²C2 − C1⁴/4.

These are not zero in general. The truncated sum contains triple and quadruple amplitudes whose only role is to cancel the products of lower ones. For the two dimers it forbids both pairs from being excited at once, although neither dimer influences the other. Truncating T instead keeps those products. The price is that the unknowns then enter nonlinearly.

Q: Does anything change for more than four electrons?

A: Not in these relations. C1 to C4 involve no T of rank above four, because ranks add and none is negative. Higher ranks bring further relations, found from the same partitions. What must hold throughout is a single reference determinant with <0|Ψ> ≠ 0, and C's and T's defined with respect to that same determinant. The numerical check checks the relations numerically, in both directions, against a matrix exponential.

Table of computed values

```
Model: 4-site Hubbard chain, 4 electrons; energies in units of t
site energies (t): [0.  0.5 0.2 1. ]  hoppings (t): [1. 1. 1.]  U (t): 4.0
determinants with 2 up and 2 down electrons: 36
orbital 1: energy -1.26592 t, site coefficients 0.4753 0.6017 0.5873 0.2592
orbital 2: energy -0.26292 t, site coefficients 0.6886 0.1811 -0.5505 -0.4359
orbital 3: energy 1.16410 t, site coefficients 0.4812 -0.5601 -0.1092 0.6654
orbital 4: energy 2.06475 t, site coefficients 0.2614 -0.5398 0.5832 -0.5478
reference: orbitals 1, 2 doubly filled; u = up, d = down
reference coefficient c0 = 0.771401, weight c0^2 = 0.595059
norm of C1|0> = 0.553654, norm of T1|0> = 0.553654
norm of C2|0> = 0.578734, norm of T2|0> = 0.674435
norm of C3|0> = 0.155521, norm of T3|0> = 0.079209
norm of C4|0> = 0.121880, norm of T4|0> = 0.018905
Double 2u 2d -> 3u 3d (dimensionless amplitudes)
  c(2u->3u) = -0.372933, c(2d->3d) = -0.372933
  c2 = -0.283141, t2 = -0.422220
Double 1u 2u -> 3u 4u
  c(1u->3u) = 0.013197, c(2u->4u) = 0.059123
  c(1u->4u) = -0.102555, c(2u->3u) = -0.372933
  c2 = -0.092517, t2 = -0.055051
Triple 1u 1d 2u -> 3u 3d 4u
  term T3 in c3: 0.029120
  term T1 T2 in c3: -0.047903
  term T1^3/6 in c3: -0.000494
  sum = c3 = -0.019277
  term C3 in t3: -0.019277
  term -C1 C2 in t3: 0.049386
  term C1^3/3 in t3: -0.000989
  sum = t3 = 0.029120
Quadruple 1u 1d 2u 2d -> 3u 3d 4u 4d
  term T4 in c4: -0.018905
  term T1 T3 in c4: -0.013882
  term T2^2/2 in c4: 0.191246
  term T1^2 T2/2 in c4: -0.037983
  term T1^4/24 in c4: 0.001404
  sum = c4 = 0.121880
  term C4 in t4: 0.121880
  term -C1 C3 in t4: 0.084233
  term -C2^2/2 in t4: -0.157475
  term C1^2 C2 in t4: -0.059121
  term -C1^4/4 in t4: -0.008422
  sum = t4 = -0.018905
reference energy <0|H|0> = 1.470109 t
<0|H T1|0> = -0.609410 t, <0|H T2|0> = -1.319495 t, <0|H T1^2/2|0> = 0.176375 t
sum = -0.282421 t, exact diagonalization = -0.282421 t
Middle hopping set to 0: two independent dimers
  pair coefficients: left -0.402241, right -0.384747
  c4 = 0.154761, product of pairs = 0.154761
  norm of C3|0> = 0.148588, largest |T3|, |T4| element = 6e-16
largest errors: forward 2e-16, inverse 6e-17, rebuilt state 6e-17
```
